# Choosing the plane-wave shell cutoff for chiral twisted-bilayer flat bands

## What the setting controls

A continuum calculation of a twisted bilayer expands each Bloch state in plane waves and keeps those within a chosen number $n$ of momentum shells. In the Bistritzer-MacDonald model with tunnelling only between opposite sublattices (the chiral limit), the converged answer is known in a strong form. At the coupling

$$\alpha^*=0.58566,\qquad \alpha=\frac{w_{AB}}{\hbar v k_\theta},$$

the two bands at charge neutrality have $E=0$ at every crystal momentum. Here $w_{AB}$ is the opposite-sublattice tunnelling energy, $v$ the Dirac velocity of one layer and $k_\theta$ the distance between the two layers' Dirac points. Any width found at $\alpha^*$ in this limit is therefore a truncation or rounding error, which makes the limit a calibration for the cutoff. The five digits shown are rounded. The energies quoted below use the 14-shell root, $0.5856635584\ldots$, at full machine precision; at the five-digit value, off by $3.6\times10^{-6}$, the velocity does not vanish exactly and the band reaches about $5\times10^{-6}\,\hbar vk_\theta$ on its own, more than the six-shell error quoted next.

At $\alpha^*$, four shells leave central-band energies up to $6\times10^{-4}\,\hbar vk_\theta$, six leave $2\times10^{-6}$ and eight leave $7\times10^{-10}$. Three shells leave $0.03$, too much for a narrow-band study. The flatness is proved below from the vanishing of the Dirac velocity; the value of $\alpha^*$ is a converged numerical result.

## The matrix being truncated

Momenta are in units of $k_\theta$ and energies in $\hbar vk_\theta$. A plane vector $(x,y)$ is written as $x+iy$. With $\omega=e^{2\pi i/3}$, the tunnelling momenta are

$$q_j=-i\omega^j,\quad j=0,1,2,\qquad q_0+q_1+q_2=0.$$

The Hamiltonian is

$$H=\begin{pmatrix}\sigma\cdot p&T(r)\\T^\dagger(r)&\sigma\cdot p\end{pmatrix},\qquad T(r)=\sum_jT_je^{-iq_j\cdot r},\qquad T_j=\alpha\begin{pmatrix}\kappa&\omega^{-j}\\ \omega^j&\kappa\end{pmatrix},$$

where $\kappa=w_{AA}/w_{AB}$. Layer 1 contains waves $e^{i(k+Q)\cdot r}$ with $Q$ in the lattice $G$ generated by $q_1-q_0$ and $q_2-q_0$; layer 2 has $Q$ in $q_0+G$. Multiplying a layer-2 wave by $e^{-iq_j\cdot r}$ lowers its momentum by $q_j$, so $T_j$ links the layer-1 site $Q$ to the layer-2 site $Q+q_j$. The sites form a honeycomb. The Dirac point $K$ of layer 1 is $k=0$, and that of layer 2, $K'$, is $k=-q_0$.

Now set $\kappa=0$. Every term then changes the sublattice. The element of $\sigma\cdot p$ from A to B is $p_x+ip_y=k+Q$. The A-to-B element of $T_j$ is $\alpha\omega^j$, and that of $T_j^\dagger$ is $(\alpha\omega^{-j})^*=\alpha\omega^j$. Hence

$$H=\begin{pmatrix}0&D_k^\dagger\\D_k&0\end{pmatrix},\qquad D_k=k+Q+\alpha V,$$

where $V$ has the entry $\omega^j$ in both directions of a link. Two facts follow: $D_k$ is complex symmetric, $D_k^T=D_k$, and the energies are plus and minus its singular values, because $H^2$ contains $D_k^\dagger D_k$ and $D_kD_k^\dagger$.

The relative rotation of the Pauli matrices has been omitted. It would multiply the two diagonal entries by $e^{\pm i\eta}$. At $\kappa=0$, sublattice and layer phases remove these factors without changing the tunnelling. At $\kappa\ne0$ the same phases would reappear in the same-sublattice terms, so the omission is then an approximation.

## What a shell is, and what it protects

Shell $n$ contains the sites $n$ links away from $K$. For $n\ge1$ it has $3n$ sites, so the total is

$$N_n=1+\frac{3n(n+1)}2,$$

and the full matrix has dimension $2N_n$.

This cutoff respects rotation about $K$. Define $(Rc)_{\omega Q}=c_Q$. Rotation turns a $q_j$ link into a $q_{j+1}$ link, so at $k=0$ both the diagonal and the links obey $D_{\omega Q,\omega Q'}=\omega D_{QQ'}$. Therefore $DR=\omega RD$. If $Rc=c$, then

$$R(Dc)=\omega^{-1}DRc=\omega^{-1}Dc.$$

So $D$ maps the sector $R=1$ into the sector $R=\omega^{-1}$. The noncentral sites form $m$ groups of three, each giving one state to each sector, while the central site belongs to $R=1$. A map from $m+1$ dimensions to $m$ has a null vector. The zero mode at $K$ thus survives any number of complete shells and any $\alpha$, even complex. A cutoff that cuts a group of three loses this argument.

In the infinite problem the dimension count becomes a Fredholm index, the kernel dimension minus the cokernel dimension. At $\alpha=0$ it is $1-0=1$ for this sector map. Since $V$ is bounded and $1/Q$ tends to zero, tunnelling is a relatively compact change and leaves the index at 1. Rotation about the site $q_0$ protects a zero mode at $K'$ in the same way.

## Finding the magic coupling at a given cutoff

Let $D\psi=0$ at $K$, with central amplitude $c_0=1$. The other amplitudes follow from the noncentral rows, provided their block is invertible. The central row then needs no separate solution: the protected null vector must have $c_0\neq0$, or the block would have a null vector, and after scaling it is the unique solution of those rows.

Transposing $D\psi=0$ gives $\psi^TD=0$. The zero-energy states of $H$ are therefore $\psi$ on sublattice A and $\psi^*$ on B. A small $k$ adds $k$ to $D$, and its matrix element between the normalized states is $k\,\psi^T\psi/\psi^\dagger\psi$. If the zero mode is unique,

$$|E|=|k|\,\left|\frac{v_K}{v}\right|+O(k^2),\qquad \frac{v_K}{v}=\frac F{\psi^\dagger\psi},\qquad F=\psi^T\psi.$$

For real $\alpha$, $F$ is real. The mirror $Q\to-Q^*$ exchanges $q_1$ and $q_2$ and conjugates the link phases. Take $c_Q^*$ at the mirrored site, with an extra minus sign in layer 2. The diagonal and link terms of each row then acquire the same overall sign, so this is again a null vector with $c_0=1$, hence the same one. Mirrored sites thus contribute conjugate squares to $F$. A vanishing velocity at real $\alpha$ is thus a zero of a real function, defined wherever the noncentral block is invertible. At the first root $F$ is found to change sign, so bracketing locates it.

**One shell.** The site $q_j$ obeys $q_jc_j+\alpha\omega^j=0$, so

$$c_j=-\frac{\alpha\omega^j}{-i\omega^j}=-i\alpha,\qquad \frac{v_K}{v}=\frac{1-3\alpha^2}{1+3\alpha^2}.$$

The minus sign comes from $c_j^2=-\alpha^2$. The root is $\alpha_1=1/\sqrt3=0.5774$.

**Two shells.** The new sites are $q_j-q_l$ with $l\ne j$, each linked to $q_j$ alone within the set. Their amplitudes are $d_{jl}=-\alpha\omega^lc_j/(q_j-q_l)$. Their feedback on the row of $q_j$ is

$$-\alpha^2c_j\sum_{l\ne j}\frac{\omega^{2l}}{q_j-q_l}=-i\alpha^2c_j\omega^j\left[\frac{\omega^2}{1-\omega}+\frac{\omega}{1-\omega^2}\right].$$

Over the common denominator $(1-\omega)(1-\omega^2)=3$ the bracket has numerator $\omega^2-\omega^4+\omega-\omega^2=0$, since $\omega^4=\omega$. Thus $c_j$ stays $-i\alpha$. Using $(q_j-q_l)^2=-(\omega^j-\omega^l)^2$,

$$\sum_{j\ne l}d_{jl}^2=3\alpha^4\left[\frac1{(\omega-1)^2}+\frac1{(\omega^2-1)^2}\right]=3\alpha^4\,\frac{2-\omega-\omega^2}{9}=\alpha^4.$$

Hence $F=1-3\alpha^2+\alpha^4$ and $\alpha_2=(\sqrt5-1)/2=0.6180$. This root is worse than the one-shell root: the errors relative to $\alpha^*$ are 5.5% and 1.4%. The good one-shell value is no evidence of convergence, and the first two cutoffs should not be used for extrapolation.

## Why zero velocity makes the whole band flat

A vanishing slope at one point does not normally flatten a band. Here it does, because the zero modes can be counted.

Away from $K$, $K'$ and their lattice copies, write

$$D_k=(k+Q)(1+\alpha T_k),\qquad T_k=(k+Q)^{-1}V.$$

$T_k$ is compact, since $1/(k+Q)$ tends to zero at large $Q$. Its nonzero eigenvalues can accumulate only at zero, so at fixed $k$ the couplings for which $D_k$ is singular form a discrete set.

Fix some $k_0$ and take $\alpha$ outside its discrete set. Then $D_{k_0}$ has a compact inverse, and the momenta with zero modes, which are minus the eigenvalues of $Q+\alpha V$, are discrete. They repeat with the lattice $G$, because a shift of $k$ by a lattice vector only relabels the sites. Now bring the coupling from 0 to $\alpha$ along a path in the complex plane that avoids the discrete set of $k_0$. The eigenvalues move continuously, and one leaving a cell enters through the opposite side. Their number per cell, with algebraic multiplicity, keeps its value at $\alpha=0$, which is 2. The protected modes at $K$ and $K'$ use up both places.

A zero mode at any third momentum therefore contradicts the assumption that $D_{k_0}$ was invertible. Since $k_0$ was arbitrary, one such mode implies zero modes at all momenta.

Now let $F=0$. If the null vector $\psi$ at $K$ is unique, the range of $D$ consists of the vectors $f$ with $\psi^Tf=0$. This includes $\psi$ itself, so $D\phi=\psi$ has a solution and the eigenvalue has algebraic multiplicity at least 2. If $\psi$ is not unique, the multiplicity is at least 2 anyway. With the mode at $K'$ the count is at least 3, which is impossible unless $D_k$ is singular for every $k$. Then $D_k^\dagger$ is singular too, and both central bands lie at $E=0$.

Conversely, if the zero mode at $K$ is unique and $F\ne0$, the linear energy found above is nonzero near $K$, so the band is not flat.

The winding of $\det D_k$ around a cell gives 2 zeros at $\alpha=0.4$ and again at $\alpha=1.0$: beyond the magic coupling the ordinary count returns. The velocity ratio is $0.147$ at $\alpha=0.5$ and $-0.157$ at $\alpha=0.7$. The physical speed is its magnitude; the sign locates the crossing.

The factorization also gives a second way to compute $\alpha^*$. A magic coupling is the inverse of an eigenvalue of $T_k$, up to a sign that can be reversed by changing the sign of one layer, and it must be the same at every generic $k$. With 12 shells, three different momenta all return $0.5856635584$, as does the velocity root. The tests at these momenta also exclude any other magic coupling of magnitude below 0.7, which identifies this one as the first. These are numerical statements about a converged truncation, not a proof of the digits.

## How fast the shells converge

Let $a_n$ be the norm of $\psi$ on shell $n$ and $d_n$ the smallest $|Q|$ there. Links connect neighbouring shells, and each site has at most three links of magnitude 1, so $\|V\|\le3$. From $Qc_Q=-\alpha(Vc)_Q$,

$$a_n\le\frac{3\alpha}{d_n}(a_{n-1}+a_{n+1}).$$

Suppose $d_n\ge6\alpha$ from some shell on. Then $a_n\le\frac12(a_{n-1}+a_{n+1})$, so the sequence is convex; as it tends to zero, it cannot increase. Replacing $a_{n+1}$ by $a_n$ gives

$$a_n\le\frac{3\alpha/d_n}{1-3\alpha/d_n}\,a_{n-1}\le\frac{6\alpha}{d_n}\,a_{n-1}.$$

The distance grows linearly. For even $n$, the sites lie on a hexagon $n/2$ lattice steps from the centre. The step length is $\sqrt3$, so the sides are $\frac{\sqrt3}2\cdot\sqrt3\cdot\frac n2=\frac{3n}4$ away. For odd $n$, the three neighbours of a site form a triangle, which cannot lie on a single hexagon; one neighbour is in shell $n+1$, at unit distance. In both cases

$$d_n\ge\frac{3n-1}4.$$

Each further shell thus gains a factor bounded by $24\alpha/(3n-1)$, and the product of such factors falls factorially. The bound is cautious: at $\alpha^*$ it allows $a_6/a_5\le0.83$, while the computed ratio is $0.15$.

The magic coupling converges faster than the wavefunction. Let $c^{(n)}(k)$ solve the noncentral rows with $n$ shells and $c_0=1$, and let $g_n(k)$ be what remains in the central row, so that $D_kc^{(n)}=g_ne_0$, with $e_0$ the unit vector on the central site. Then $g_n=c^{(n)T}D_kc^{(n)}$. Differentiating,

$$g_n'=c^{(n)T}c^{(n)}+2g_n\,\frac{dc_0}{dk}=c^{(n)T}c^{(n)},$$

because $c_0$ is fixed. At $k=0$ this is $F_n$.

Add shell $n+1$. Let $y$ be its amplitudes in the enlarged solution, and $x=-\alpha Vc^{(n)}/(k+Q)$ those driven by the old solution. The old rows of the enlarged problem read $D_k\tilde c+\alpha Vy=g_{n+1}e_0$, with $\tilde c$ the enlarged solution on the old sites. Multiply from the left by $c^{(n)T}$. The first term gives $g_n$. By the symmetry of $V$, the second gives $-\sum(k+Q)xy$. Hence

$$F_{n+1}-F_n=-\frac{d}{dk}\sum_{Q\in\,\text{shell }n+1}(k+Q)\,x_Qy_Q\bigg|_{k=0}.$$

The change contains the product of two small amplitudes. For shells 4 to 5 at $\alpha=0.5$, both sides equal $-1.562\times10^{-5}$. At eight shells and $\alpha^*$ the outer norm is $1.3\times10^{-5}$, while the root is wrong by only $1.0\times10^{-11}$.

## Reading the calibration

The energies below are the largest $|E|$ of the central bands at fixed $\alpha^*$, on 36 momenta in the moiré cell.

| Shells | Sites | Root $\alpha_n$ | Largest $\lvert E\rvert$ |
|---:|---:|---:|---:|
| 3 | 19 | 0.58464 | $3.0\times10^{-2}$ |
| 4 | 31 | 0.58569 | $6.1\times10^{-4}$ |
| 5 | 46 | 0.58566 | $8.4\times10^{-5}$ |
| 6 | 64 | 0.58566 | $1.8\times10^{-6}$ |
| 8 | 109 | 0.58566 | $6.9\times10^{-10}$ |

The root converges before the band. Three shells place $\alpha_n$ within 0.2% of $\alpha^*$ but still leave a visible width. Convergence should therefore be judged on the quantity wanted, over the whole cell. At 12 shells the residual energy is about $10^{-15}$, the scale of double-precision rounding, and more shells cannot improve it.

To turn this into energies, take round parameters: lattice constant $a=0.25$ nm, $v=10^6$ m/s and $w_{AB}=100$ meV. Then $\hbar v=658.21$ meV nm and

$$\hbar vk_\theta=\frac{100}{0.58566}=170.75\ \text{meV},\qquad k_\theta=\frac{170.75}{658.21}=0.2594\ \text{nm}^{-1}.$$

The Dirac points of one layer lie at distance $4\pi/(3a)=16.76\ \text{nm}^{-1}$ from the zone centre, so

$$\theta=2\arcsin\frac{0.2594}{2\times16.76}=0.0155\ \text{rad}=0.887^\circ.$$

This angle reflects the round inputs and is not the magic angle of graphene, which is near $1.1^\circ$; for example $a=0.246$ nm, $v=0.87\times10^6$ m/s and $w_{AB}=110$ meV give $1.10^\circ$. The truncation errors in the table become 5.2 meV at three shells, 0.10 meV at four and 0.014 meV at five. The next band lies at least 93 meV from zero on the sampled momenta, so in the chiral limit the flat pair is well separated. At $\kappa=0.8$ and the same coupling, the gap to the remote bands shrinks to about $0.12$, or 21 meV.

## When same-sublattice tunnelling is present

For $\kappa\ne0$, $H$ has blocks that keep the sublattice. Its energies are no longer singular values of $D_k$, and the counting argument no longer fixes them at zero. At the same $\alpha^*$ with $\kappa=0.8$, the total width of the central pair is $0.0230$, or $0.0230\times170.75=3.9$ meV. This width is not a truncation error, but neither is it the smallest width at this $\kappa$: the narrowest band moves away from the chiral $\alpha^*$, and at $\alpha=0.58$ the width is about $0.010$. Restoring the omitted Pauli rotation for $\theta=0.887^\circ$ changes the width by only about $10^{-5}$ but shifts the centre of the pair by about $0.006$, or 1 meV. The chiral calibration is not an error bound here: three, four, five and six shells give widths $0.0364$, $0.0197$, $0.0232$ and $0.0230$, so four shells err by about 0.6 meV, some five times the chiral figure.

The decay estimate extends to this case. The norm of $T_j$ is $\alpha(1+\kappa)$, and at energy $E$ the inverse of $\sigma\cdot(k+Q)-E$ is at most $1/(|Q|-|k|-|E|)$ when this denominator is positive. Guaranteed decay therefore begins once

$$\frac{3n-1}4\ge6\alpha(1+\kappa)+|k|+|E|.$$

Fold $k$ to the copy nearest $K$, so that $|k|\le1$. At $\alpha^*$ and $E\approx0$, this gives $n\ge7$ for $\kappa=0$ and $n\ge11$ for $\kappa=0.8$. These are sufficient conditions, not minimum settings: the chiral energies are already small at five shells. For $\kappa=0.8$, widths from 10 and 12 shells agree within $10^{-4}\,\hbar vk_\theta$, or 0.02 meV.

## Practical choice

- For the chiral bands near $\alpha^*$, four shells suffice for errors near 0.1 meV with the parameters above; six or more suit work that depends on the flatness itself.
- For $\kappa$ near 0.8, start at six shells, which near $\alpha^*$ give the width within about $2\times10^{-5}\,\hbar vk_\theta$, and increase by two until the width, not just the velocity at $K$, is stable.
- At smaller twist angles, $\alpha$ grows as $1/\theta$ for fixed tunnelling. The estimate then asks for a shell number growing as $1/\theta$, hence a matrix dimension growing as $1/\theta^2$.
- Complete shells centred on a Dirac point keep the zero mode at that point exact; fold momenta towards that centre. This is not the only good cutoff: symmetric sets centred on a hexagon of the momentum honeycomb give comparable accuracy for a similar number of sites.

More shells cure truncation alone. Lattice relaxation, electron interactions and higher tunnelling harmonics are absent from this Hamiltonian, and they can change both the magic angle and the width. The numerical output gives further digits and the remaining cutoffs.

## Calculated quantities

```
Energies in hbar*v*k_theta, momenta in k_theta unless stated
real-space residual of a full eigenvector: 1.6e-07
shells sites  root alpha_n   |alpha_n-alpha*|  shell norm a_n  max|E|
   1      4  0.5773502692   8.3e-03           1.04e+00        2.6e-01
   2     10  0.6180339887   3.2e-02           4.75e-01        1.2e-01
   3     19  0.5846360736   1.0e-03           1.05e-01        3.0e-02
   4     31  0.5856869528   2.3e-05           2.71e-02        6.1e-04
   5     46  0.5856620932   1.5e-06           5.11e-03        8.4e-05
   6     64  0.5856635946   3.6e-08           7.76e-04        1.8e-06
   8    109  0.5856635584   1.0e-11           1.27e-05        6.9e-10
  10    166  0.5856635584   1.0e-15           1.28e-07        8.8e-14
  12    235  0.5856635584   0.0e+00           8.53e-10        8.9e-16
magic coupling alpha* (14 shells, 316 sites): 0.5856635584
alpha* from T_k at k = 0.3+0.2i: 0.5856635584
alpha* from T_k at k = -0.4+0.1i: 0.5856635584
alpha* from T_k at k = -0.0-1.0i: 0.5856635584
v/v0 at alpha = 0.0: 1.000000  (one shell: 1.000000)
v/v0 at alpha = 0.3: 0.572287  (one shell: 0.574803)
v/v0 at alpha = 0.5: 0.146951  (one shell: 0.142857)
v/v0 at alpha = 0.7: -0.157272  (one shell: -0.190283)
zeros of det D_k per cell at alpha = 0.4: 2.000000
zeros of det D_k per cell at alpha = 1.0: 2.000000
F change, shell 4 to 5, alpha = 0.5: -1.562123e-05
same from the shell-addition identity: -1.562123e-05
smallest |E| of next band on k grid at alpha*: 0.54714
largest |E| of central bands at alpha = 0.5: 0.11776
total central width at alpha*, kappa = 0.8: 0.02300
number of k points in the cell: 36
input lattice constant: 0.25 nm; speed: 1.0e+06 m/s
input opposite-sublattice tunnelling: 100.0 meV
hbar*v: 658.21 meV nm
energy unit at alpha*: 170.75 meV
k_theta at alpha*: 0.25941 1/nm
magic twist angle: 0.8871 degrees
next-band energy: 93.42 meV
central width at kappa = 0.8: 3.928 meV
```
